\section*{Outside-Block Gaps and Buffer Bands in Plane-Wave Eigensolvers, part 1}

(Sections cited here and not found follow in the second part.)

\section{Block spaces and polynomial filters}

\subsection{Result and assumptions}

Let a block of $m$ trial vectors be improved together, with a Rayleigh--Ritz diagonalization after each improvement. For a band $n\le m$, the energy difference that controls convergence is
\begin{equation}
 g_n=\lambda_{m+1}-\lambda_n ,
 \label{gap}
\end{equation}
the distance from the band to the first level outside the block. The distance to the next band, $\lambda_{n+1}-\lambda_n$, sets the asymptotic rate only if that band is itself outside. If that band is inside, the splitting affects only how soon the two Ritz vectors separate and the asymptotic regime begins. Two iterations are treated. A Chebyshev filter of degree $k$ multiplies the vector error $\|r_n\|$, defined in \eqref{graph} as a component outside the lowest $m$ states, per application by at most
\begin{equation}
 q_n=\frac{1}{\cosh[k\,\mathrm{arccosh}(1+2\gamma_n)]},\qquad
 \gamma_n=\frac{g_n}{b-\lambda_{m+1}},
 \label{mainfilter}
\end{equation}
where $b$ is an upper bound on the spectrum. The angle between the Ritz vector and $u_n$ need not fall by this factor in every step, since close Ritz vectors inside the block can still be mixed. A preconditioned block correction with $K=(T+c)^{-1}$ has the asymptotic factor $1-\mu_n$, where
\begin{equation}
 \frac{g_n}{\lambda_{m+1}-V_{\min}+c}\le\mu_n\le\frac{g_n}{c},
 \label{mainprec}
\end{equation}
provided that its step is stable in the sense derived in the second half.

Buffer bands are extra vectors that are iterated but not wanted as results. They raise $\lambda_{m+1}$ and so enlarge $g_n$. If the last wanted band belongs to a near-degenerate cluster, the large improvement comes when the buffers carry the block past the whole cluster to a clear gap. A buffer that stops inside the cluster leaves $g_n$ small.

The Hamiltonian $H=T+V$ is a fixed Hermitian matrix in an orthonormal plane-wave basis of dimension $N$. There is no overlap matrix, and no update of the potential during the iteration. Hartree atomic units are used. The eigenpairs are
\begin{equation}
 Hu_i=\lambda_i u_i,\qquad u_i^\dagger u_j=\delta_{ij},\qquad
 \lambda_1\le\lambda_2\le\dots\le\lambda_N .
\end{equation}
Convergence here means convergence to these eigenpairs of the finite matrix. The error caused by truncating the basis is a separate matter.

\subsection{The block as a graph over the lowest states}

Collect the lowest $m$ eigenvectors in $U_{\rm in}$ and the others in $U_{\rm out}$. The starting block $X_0$, an $N\times m$ matrix, has the expansion
\begin{equation}
 X_0=U_{\rm in}A+U_{\rm out}B,\qquad
 A=U_{\rm in}^\dagger X_0,\quad B=U_{\rm out}^\dagger X_0 .
\end{equation}
Assume that the $m\times m$ matrix $A$ is invertible. This says that no nonzero vector in the block is orthogonal to all the states sought. It fails, for example, if $H$ conserves parity, every starting vector is even, and one of the lowest $m$ states is odd. A random start without such a restriction avoids this.

Multiplication from the right by $A^{-1}$ changes the basis of the block but not its span:
\begin{equation}
 X_0A^{-1}=U_{\rm in}+U_{\rm out}R,\qquad R=BA^{-1}.
\end{equation}
Its $i$th column is
\begin{equation}
 w_i=u_i+r_i,\qquad r_i=\sum_{j>m}R_{ji}u_j .
 \label{graph}
\end{equation}
The block therefore contains a vector whose component on $u_i$ is one, whose components on all other states of the lowest $m$ vanish, and whose error $r_i$ lies wholly outside. Since $u_i$ and $r_i$ are orthogonal, $\|r_i\|$ is the tangent of the angle between $w_i$ and $u_i$.

This is the reason why splittings inside the block do not limit the filter. Two nearly degenerate states $u_n$ and $u_{n+1}$, both among the lowest $m$, are separated by a linear combination of block vectors. The iteration has no need to suppress one relative to the other. It must suppress the levels above $m$, which no combination of the block vectors can remove in general.

\subsection{Error after repeated filtering}

Let $p$ be a real polynomial with $p(\lambda_i)\ne0$ for $i\le m$. Because $p(H)u_i=p(\lambda_i)u_i$, applying $p(H)$ to $w_i$ and dividing by $p(\lambda_i)$ restores the unit coefficient of $u_i$. After $t$ applications,
\begin{equation}
 w_i(t)=u_i+r_i(t),\qquad
 r_i(t)=\left[\frac{p(H)}{p(\lambda_i)}\right]^t r_i .
 \label{filtererror}
\end{equation}
Orthonormalization and Rayleigh--Ritz steps between the applications change the basis of the block and leave its span alone, so they do not alter this formula in exact arithmetic. They are needed in floating-point arithmetic, since otherwise all columns would turn towards the most strongly amplified states.

Inserting the expansion of $r_i$ gives
\begin{equation}
 \|r_i(t)\|^2=\sum_{j>m}\left|\frac{p(\lambda_j)}{p(\lambda_i)}\right|^{2t}
 |R_{ji}|^2 .
\end{equation}
Each ratio is at most
\begin{equation}
 q_i=\frac{\max_{j>m}|p(\lambda_j)|}{|p(\lambda_i)|},
 \label{q}
\end{equation}
and therefore
\begin{equation}
 \|r_i(t)\|\le q_i^{\,t}\|r_i\| .
 \label{vectorbound}
\end{equation}
The maximum runs over levels outside the block. With no buffers and $n=m$, the first of them is $\lambda_{n+1}$, and the edge splitting controls the last wanted band. With buffers it is a higher level.

\subsection{Bound on the Ritz energy}

Let $\theta_n$ be the $n$th Ritz value in the filtered block. The min--max principle gives $\lambda_n$ as the minimum, over all $n$-dimensional subspaces, of the largest Rayleigh quotient in the subspace. For $\theta_n$ the same minimum is restricted to subspaces of the block. A restricted minimum cannot be lower, hence $\theta_n\ge\lambda_n$.

For an upper bound, choose the subspace spanned by $w_1(t),\dots,w_n(t)$. Its dimension is $n$, because the components $u_1,\dots,u_n$ are independent. A general vector in it is
\begin{equation}
 y=\sum_{i=1}^n a_iu_i+s,\qquad s=\sum_{i=1}^n a_i r_i(t).
\end{equation}
The vector $s$ lies outside the lowest $m$ states, and $H$ does not couple it to them. Cross terms therefore vanish:
\begin{equation}
 \frac{y^\dagger Hy}{y^\dagger y}-\lambda_n=
 \frac{\sum_{i=1}^n|a_i|^2(\lambda_i-\lambda_n)+s^\dagger(H-\lambda_n)s}
 {\|a\|^2+\|s\|^2}.
\end{equation}
The first sum is not positive, since $i\le n$. The second term is at most $(\lambda_N-\lambda_n)\|s\|^2$. Dropping $\|s\|^2$ from the denominator can only enlarge the resulting bound, so
\begin{equation}
 \frac{y^\dagger Hy}{y^\dagger y}-\lambda_n\le
 (\lambda_N-\lambda_n)\frac{\|s\|^2}{\|a\|^2}.
\end{equation}
By the triangle and Cauchy--Schwarz inequalities,
\begin{equation}
 \|s\|^2\le\Bigl(\sum_{i=1}^n|a_i|\,\|r_i(t)\|\Bigr)^2
 \le\|a\|^2\sum_{i=1}^n\|r_i(t)\|^2 .
\end{equation}
Suppose that the filter amplifies lower bands at least as much as band $n$, that is, $|p(\lambda_i)|\ge|p(\lambda_n)|$ for $i\le n$. Then $q_i\le q_n$, and
\begin{equation}
 0\le\theta_n-\lambda_n\le(\lambda_N-\lambda_n)\,q_n^{2t}
 \sum_{i=1}^n\|r_i\|^2 .
 \label{ritzbound}
\end{equation}
The exponent is $2t$: the energy bound decreases as the square of the vector bound. No splitting between bands inside the block appears.

\subsection{The leading energy error}

The bound has a large prefactor. The actual leading error follows from the Ritz equation in the basis $w_i(t)$. Write $r_i$ for $r_i(t)$, and define
\begin{equation}
 M_{ij}=r_i^\dagger(H-\lambda_n)r_j,\qquad S_{ij}=r_i^\dagger r_j,\qquad
 \varepsilon=\theta_n-\lambda_n .
\end{equation}
For a Ritz vector $x_n=\sum_i c_iw_i$, scaled to $c_n=1$, the equation in row $i$ is
\begin{equation}
 (\lambda_i-\lambda_n)c_i+\sum_jM_{ij}c_j
 =\varepsilon\Bigl(c_i+\sum_jS_{ij}c_j\Bigr).
\end{equation}
For $i\ne n$, the leading terms give
\begin{equation}
 c_i\simeq-\frac{M_{in}}{\lambda_i-\lambda_n}.
 \label{mixing}
\end{equation}
Row $n$ then gives
\begin{equation}
 \theta_n-\lambda_n\simeq M_{nn}=r_n^\dagger(H-\lambda_n)r_n .
 \label{energyerror}
\end{equation}
The first correction from other block bands is $-\sum_{i\ne n}|M_{in}|^2/(\lambda_i-\lambda_n)$. For $g_n>0$ the operator $H-\lambda_n$ is positive on the outside space, so Cauchy--Schwarz gives $|M_{in}|^2\le M_{ii}M_{nn}$. Relative to $M_{nn}$, this correction is at most
\begin{equation}
 \sum_{i\ne n}\frac{M_{ii}}{|\lambda_i-\lambda_n|}.
 \label{isolation}
\end{equation}
Equation \eqref{energyerror} thus applies once two conditions are met: the remaining errors $M_{ii}$ are small compared with the splittings inside the block, and $\|r_n\|^2\ll1$. The second condition is separate. If mixing is negligible, row $n$ gives $\varepsilon=M_{nn}/(1+S_{nn})$ with $S_{nn}=\|r_n\|^2$, and at a narrow edge gap $M_{nn}$ can be small while $\|r_n\|$ is not. Before this regime is reached, two close Ritz vectors may still be mixed with each other, but the bound \eqref{ritzbound} already holds.

The case $\lambda_m=\lambda_{m+1}$ is special. Every vector in the degenerate space is an eigenvector, so a component of $r_m$ in that space is not an error, and only the components on other levels must decay. With a small but nonzero splitting at the edge, such a component is an error in the vector and decays slowly. Its effect on the energy is limited, however: mixing $u_m$ with $u_{m+1}$ raises the energy by at most the splitting. An energy tolerance larger than the splitting can therefore be met long before the vector has converged.

\subsection{The Chebyshev filter}

The Chebyshev polynomial $T_k$ satisfies $T_k(\cos\phi)=\cos k\phi$ and $T_k(\cosh s)=\cosh ks$. To make the filter small on the unwanted interval $[a,b]$, map that interval to $[-1,1]$:
\begin{equation}
 p(x)=T_k(\xi),\qquad \xi(x)=\frac{2x-a-b}{b-a}.
\end{equation}
Take $a=\lambda_{m+1}$ and $b\ge\lambda_N$. All outside levels then have $|p|\le1$, and $|p(\lambda_{m+1})|=|T_k(-1)|=1$. For the wanted band,
\begin{equation}
 -\xi(\lambda_n)=\frac{a+b-2\lambda_n}{b-a}
 =1+\frac{2(a-\lambda_n)}{b-a}=1+2\gamma_n .
\end{equation}
Since $|T_k(-\xi)|=|T_k(\xi)|$, its amplification is $\cosh[k\,\mathrm{arccosh}(1+2\gamma_n)]$, which proves \eqref{mainfilter}. The amplification grows as the energy decreases below $a$, so the ordering condition for \eqref{ritzbound} is met.

The identity $\cosh2s=1+2\sinh^2s$ gives
\begin{equation}
 \mathrm{arccosh}(1+2\gamma)=2\,\mathrm{arcsinh}\sqrt\gamma
 \simeq2\sqrt\gamma\qquad(\gamma\ll1).
\end{equation}
Two regimes follow for small $\gamma_n$:
\begin{align}
 q_n&\simeq1-2k^2\gamma_n, & k\sqrt{\gamma_n}&\ll1,\\
 q_n&\simeq2e^{-2k\sqrt{\gamma_n}}, & k\sqrt{\gamma_n}&\gg1,\quad k\gamma_n^{3/2}\ll1.
\end{align}
A low-degree filter barely resolves a narrow gap. A filter of sufficient degree has a decay exponent proportional to the square root of the gap.

The recurrence $T_{j+1}=2\xi T_j-T_{j-1}$ applies the filter without forming powers of $H$. With $e=(a+b)/2$ and $h=(b-a)/2$,
\begin{align}
 Y_0&=X,\qquad Y_1=h^{-1}(H-e)X,\\
 Y_{j+1}&=2h^{-1}(H-e)Y_j-Y_{j-1},
\end{align}
and $Y_k$ is the filtered block. This costs $k$ products with $H$ per vector.

In practice $\lambda_{m+1}$ is unknown. Any $a$ with $\lambda_n<a\le\lambda_{m+1}$ still gives $|p|\le1$ outside the block, and the bound holds with $g_n$ replaced by $a-\lambda_n$ and the denominator by $b-a$. The upper end needs more care. If $b<\lambda_N$ and $\xi(\lambda_N)>-\xi(\lambda_n)$, the highest state is amplified more than band $n$, and $q_n>1$. A safe choice is $b=T_{\max}+V_{\max}$, because neither term of a normalized expectation value of $H$ can exceed its own maximum.

\section{Preconditioned corrections and buffer bands}

\subsection{Symbols and results carried over}

The levels of $H=T+V$ are $\lambda_i$, with eigenvectors $u_i$; the block has $m$ vectors, and $g_n=\lambda_{m+1}-\lambda_n$. The projector on the lowest $m$ states is $P$, and $Q=1-P$. The block contains vectors $w_i=u_i+r_i$ with $r_i=Qr_i$. When $\|r_n\|$ is small and the band is isolated on the scale of the remaining errors, its Ritz vector is $x_n=w_n+\sum_{i\ne n}c_iw_i$, where $c_i$ is of order $\|r_i\|\,\|r_n\|$, and $\theta_n-\lambda_n\simeq r_n^\dagger(H-\lambda_n)r_n$. A Chebyshev filter multiplies $\|r_n\|$ by at most $q_n=1/\cosh[k\,\mathrm{arccosh}(1+2\gamma_n)]$, with $\gamma_n=g_n/(b-\lambda_{m+1})$.

\subsection{Linearized block correction}

Each Ritz vector is now corrected by its preconditioned residual,
\begin{equation}
 y_i=x_i-K(H-\theta_i)x_i,\qquad K=(T+c)^{-1},\quad c>0,
 \label{step}
\end{equation}
and Rayleigh--Ritz is applied to the span of all $y_i$. In plane waves $T$ is diagonal, so $K$ costs one division per coefficient.

Let $\eta=\max_i\|r_i\|$ be small, and assume $\lambda_m<\lambda_{m+1}$. In the residual of band $n$, the energy error contributes at order $\|r_n\|^2$ and the mixing coefficients contribute at order $\eta\|r_n\|$. Thus
\begin{equation}
 (H-\theta_n)x_n=(H-\lambda_n)r_n+O(\eta\|r_n\|).
 \label{residual}
\end{equation}
The corrected vector has inside and outside parts
\begin{align}
 Py_n&=u_n+\sum_{i\le m}E_{in}u_i,\qquad E_{in}=O(\|r_n\|),\\
 Qy_n&=r_n-QK(H-\lambda_n)r_n+O(\eta\|r_n\|).
\end{align}
To recover the form $u_n+r_n'$, the block must be multiplied from the right by $(1+E)^{-1}$. Since
\begin{equation}
 (1+E)^{-1}e_n=e_n-(1+E)^{-1}Ee_n ,
\end{equation}
where $e_n$ is the $n$th unit vector, the new error is
\begin{equation}
 r_n'=Qy_n-\sum_iQy_i\,[(1+E)^{-1}E]_{in}.
\end{equation}
In the last sum, $Qy_i$ is of order $\eta$ and its coefficient is of order $\|r_n\|$. Using $r_n=Qr_n$ and the fact that $Q$ commutes with $H$,
\begin{equation}
 r_n'=\bigl[1-QKQ(H-\lambda_n)\bigr]r_n+O(\eta\|r_n\|).
 \label{linear}
\end{equation}
Every neglected term carries a factor $\|r_n\|$. A slower buffer band therefore perturbs the multiplier of $r_n$ by an amount that vanishes with $\eta$; it does not supply a slowly decaying source. The constants need not contain inverse splittings inside the block. Let $W$ have the columns $w_i$, and let $G=(W^\dagger W)^{-1}W^\dagger HW$. The corrected block has the same span as $W-K(HW-WG)$, and $(G-\lambda_n)e_n=(W^\dagger W)^{-1}W^\dagger(H-\lambda_n)r_n$ is $O(\eta\|r_n\|)$ without division by a splitting. When two block bands nearly coincide, their Ritz vectors may separate later, but the decay of $r_n$ is not delayed.

The gap from a band to the first level outside the block controls the Chebyshev filter, and near convergence the preconditioned correction acts on the outside error through the linear map \eqref{linear}. It remains to bound the slowest mode of this map, find when the step is stable, and test the effect of buffer bands in an example.
